# Elasticity is neutral on splitting a c-axis a+c dislocation: a program that tests the result

```python
"""
Result under test: a dislocation along the c axis of a wurtzite crystal with
Burgers vector a+c gains or loses no linear elastic energy when it splits into
parallel lines a (edge) and c (screw); core energies decide.
Energy per length of one line: b.K.b/(4 pi) ln(R/r0).
K: energy tensor (GPa); t: line direction; m, n: axes normal to t.
Core model (Peierls-Nabarro, both lines in one prism plane), misfit energy
  gamma_a s_a + gamma_c s_c + g s_a s_c,  s_i = sin^2(pi u_i/b_i),
with u_i the slip, zeta_i the core half width, d the separation of a and c.
Units: nm, GPa; GPa nm = J/m^2; GPa nm^2 is converted to eV/nm.
GaN-like constants are rough; core amplitudes are round model parameters.
"""
import numpy as np
from scipy.optimize import minimize
from scipy import constants as const

pi = np.pi
EV = 1e-18 / const.e                    # GPa nm^2 -> eV/nm
a_len, c_len = 0.319, 0.519
C11, C12, C13, C33, C44 = 390.0, 145.0, 105.0, 400.0, 105.0
e15, e31, e33, eps_r = -0.3, -0.4, 0.7, 9.5
a_vec = np.array([a_len, 0.0, 0.0])
c_vec = np.array([0.0, 0.0, c_len])

# ---------- full elastic and piezoelectric tensors ----------
C66 = (C11 - C12) / 2
voigt = np.diag([C11, C11, C33, C44, C44, C66])
voigt[0, 1] = voigt[1, 0] = C12
voigt[0, 2] = voigt[2, 0] = voigt[1, 2] = voigt[2, 1] = C13
pair = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
stiff = voigt[pair[:, :, None, None], pair[None, None, :, :]]
piezo = np.zeros((3, 3, 3))
piezo[2, 0, 0] = piezo[2, 1, 1] = e31
piezo[2, 2, 2] = e33
piezo[0, 0, 2] = piezo[0, 2, 0] = piezo[1, 1, 2] = piezo[1, 2, 1] = e15
stiff4 = np.zeros((3, 4, 4, 3))         # fourth component: potential in V
stiff4[:, :3, :3, :] = stiff
stiff4[:, :3, 3, :] = np.transpose(piezo, (1, 2, 0))
stiff4[:, 3, :3, :] = piezo
stiff4[:, 3, 3, :] = -np.eye(3) * const.epsilon_0 * eps_r * 1e9


def contract(p, tensor, q):
    return np.einsum('i,ijkl,l->jk', p, tensor, q)


def frame(tilt, angle):
    """Line tilted from c towards a; m at the given angle around the line."""
    t = np.array([np.sin(tilt), 0.0, np.cos(tilt)])
    m0 = np.array([np.cos(tilt), 0.0, -np.sin(tilt)])
    n0 = np.cross(t, m0)
    m = np.cos(angle) * m0 + np.sin(angle) * n0
    n = -np.sin(angle) * m0 + np.cos(angle) * n0
    return t, m, n


def integral_tensors(tilt, tensor, count=240):
    K, S = 0.0, 0.0
    for angle in 2 * pi * np.arange(count) / count:
        t, m, n = frame(tilt, angle)
        nm = contract(n, tensor, m)
        solved = np.linalg.solve(contract(n, tensor, n), nm)
        K = K + (contract(m, tensor, m) - contract(m, tensor, n) @ solved) / count
        S = S - solved / count
    return K, S


def distortion(b, tilt, angle, K, S):
    """du_k/dx_l at distance 1 nm from a line with Burgers vector b."""
    t, m, n = frame(tilt, angle)
    along_n = np.linalg.solve(contract(n, stiff, n),
                              K @ b + contract(n, stiff, m) @ S @ b)
    return (np.outer(-S @ b, m) + np.outer(along_n, n)) / (2 * pi)


def stress_of(grad):
    return np.einsum('ijkl,kl->ij', stiff, grad)


def stroh_distortion(b, tilt, angle):
    """The same field from the six Stroh eigenvectors (nondegenerate lines)."""
    t, m, n = frame(tilt, 0.0)
    inv = np.linalg.inv(contract(n, stiff, n))
    nm, mn = contract(n, stiff, m), contract(m, stiff, n)
    N = -np.block([[inv @ nm, inv],
                   [mn @ inv @ nm - contract(m, stiff, m), mn @ inv]])
    roots, vecs = np.linalg.eig(N)
    grad = np.zeros((3, 3), complex)
    for p, v in zip(roots, vecs.T):
        A, L = v[:3], v[3:]
        # completeness of the eigenvectors: sum of A L^T/(2 A.L) = identity
        weight = np.sign(p.imag) * (L @ b) / (2 * (A @ L))
        factor = weight / (2j * pi * (np.cos(angle) + p * np.sin(angle)))
        grad += factor * np.outer(A, m + p * n)
    return grad.real


# ---------- linear elasticity for the line along c ----------
K_edge = (C11**2 - C12**2) / (2 * C11)
K0, S0 = integral_tensors(0.0, stiff)
assert np.allclose(K0, np.diag([K_edge, K_edge, C44]), atol=1e-8)
K4, S4 = integral_tensors(0.0, stiff4)
assert np.max(np.abs(K4[:2, 2:])) < 1e-9 and abs(K4[2, 3]) > 0.1
assert np.isclose(K4[0, 0], K_edge) and np.isclose(K4[2, 2], C44)

angles = 2 * pi * np.arange(240) / 240
closure = sum(distortion(a_vec + c_vec, 0.0, s, K0, S0) @ frame(0.0, s)[2]
              for s in angles) * 2 * pi / 240
assert np.allclose(closure, a_vec + c_vec, atol=1e-9)
largest_cross, largest_force, largest_zz = 0.0, 0.0, 0.0
for s in angles[::7]:
    t = frame(0.0, s)[0]
    grad_a = distortion(a_vec, 0.0, s, K0, S0)
    grad_c = distortion(c_vec, 0.0, s, K0, S0)
    sig_a, sig_c = stress_of(grad_a), stress_of(grad_c)
    largest_cross = max(largest_cross, abs(np.sum(sig_a * grad_c)))
    largest_force = max(largest_force, np.max(np.abs(np.cross(sig_a @ c_vec, t))),
                        np.max(np.abs(np.cross(sig_c @ a_vec, t))))
    largest_zz = max(largest_zz, abs(sig_a[2, 2]))
assert largest_cross < 1e-9 and largest_force < 1e-9 and largest_zz > 1

# ---------- a tilted line does have an interaction ----------
test_tilt, test_angle = np.radians(20), 0.7
Kt, St = integral_tensors(test_tilt, stiff)
for b in (a_vec, c_vec):
    assert np.allclose(distortion(b, test_tilt, test_angle, Kt, St),
                       stroh_distortion(b, test_tilt, test_angle), atol=1e-7)
t, m, n = frame(test_tilt, test_angle)
sig = stress_of(stroh_distortion(a_vec, test_tilt, test_angle))
radial = np.cross(sig @ c_vec, t) @ m
assert abs(radial) > 0.01
assert np.isclose(radial, a_vec @ Kt @ c_vec / (2 * pi), rtol=1e-6)


def tilt_coefficient(degrees):
    K = integral_tensors(np.radians(degrees), stiff)[0]
    return a_vec @ K @ c_vec / (2 * pi) * EV


assert np.isclose(tilt_coefficient(5), -tilt_coefficient(-5))

# ---------- Peierls-Nabarro core model ----------
gam = np.array([[3.0], [4.0]])          # J/m^2 for a and c
bur = np.array([[a_len], [c_len]])
stiffness = np.array([[K_edge], [C44]])
zeta = stiffness * bur**2 / (4 * pi**2 * gam)
za, zc = zeta[:, 0]
size, dx = 8192, 0.02
x = (np.arange(size) - size // 2) * dx
wave = 2 * pi * np.fft.rfftfreq(size, dx)


def profile(shift_c=0.0):
    centre = np.array([[0.0], [shift_c]])
    return bur / 2 + bur / pi * np.arctan((x - centre) / zeta)


u_ref = profile()
tau_ref = stiffness * bur / (2 * pi) * x / (x**2 + zeta**2)
s_ref = np.sin(pi * u_ref / bur)**2


def odd_part(w):
    return 0.5 * (w - np.roll(w[:, ::-1], 1, axis=1))


def energy_and_slope(flat, g, odd):
    """Energy/dx relative to infinitely separated a and c, and its gradient."""
    w = flat.reshape(2, size)
    if odd:
        w = odd_part(w)
    u = u_ref + w
    s = np.sin(pi * u / bur)**2
    ds = pi / bur * np.sin(2 * pi * u / bur)
    kw = np.fft.irfft(wave * np.fft.rfft(w, axis=1), size, axis=1)
    value = np.sum(tau_ref * w + stiffness / 4 * w * kw + gam * (s - s_ref))
    value += g * np.sum(s[0] * s[1])
    slope = tau_ref + stiffness / 2 * kw + (gam + g * s[::-1]) * ds
    if odd:
        slope = odd_part(slope)
    return value, slope.ravel()


def relax(g, start, odd=False, steps=1500):
    out = minimize(energy_and_slope, start.ravel(), args=(g, odd), jac=True,
                   method='L-BFGS-B',
                   options=dict(maxiter=steps, maxfun=4 * steps, maxcor=15,
                                gtol=1e-3, ftol=1e-13))
    return out.fun * dx, out.x.reshape(2, size)


def separation(w):
    near = np.abs(x) < 20
    u = (u_ref + w)[:, near]
    spots = [np.interp(bur[i, 0] / 2, u[i], x[near]) for i in (0, 1)]
    return spots[1] - spots[0]


def overlap_energy(g, d):
    return g * pi * za * zc * (za + zc) / (d**2 + (za + zc)**2)


# self energy of a spread core: mean of ln|x-x'| over the slip density
grid = (np.arange(800) + 0.5) / 800 * pi - pi / 2
other = grid[:-1] + 0.5 * pi / 800
mean_log = np.mean(np.log(np.abs(za * (np.tan(grid)[:, None] - np.tan(other)))))
assert abs(mean_log - np.log(2 * za)) < 0.01   # grid error ln(800)/800 = 0.008
# force balance of the reference profile, and neutrality without coupling
zero = np.zeros((2, size))
assert np.max(np.abs(energy_and_slope(zero.ravel(), 0.0, False)[1])) < 1e-8
moved = profile(1.0) - u_ref
neutral_error = energy_and_slope(moved.ravel(), 0.0, False)[0] * dx
assert abs(neutral_error) < 2e-3               # periodic box error, (d/box)^2
for d in (0.0, 0.5, 1.0):
    s = np.sin(pi * profile(d) / bur)**2
    assert np.isclose(np.sum(s[0] * s[1]) * dx, overlap_energy(1.0, d), rtol=1e-4)

weak = relax(0.1, zero, odd=True)[0]
assert abs(weak / overlap_energy(0.1, 0) - 1) < 0.04   # second order in g
E_plus = relax(1.0, zero, odd=True)[0]
E_minus = relax(-1.0, zero, odd=True)[0]
assert 0 < E_plus < overlap_energy(1.0, 0)
assert E_minus < overlap_energy(-1.0, 0) < 0

# same small offset, opposite sign of the core coupling
kick = profile(0.1) - u_ref
E_bound, w_bound = relax(-1.0, kick)
d_bound = separation(w_bound)
assert abs(d_bound) < 0.02 and abs(E_bound - E_minus) < 3e-3
w_split = kick
for block in range(40):
    E_split, w_split = relax(1.0, w_split, steps=40)
    d_split = separation(w_split)
    if abs(d_split) > 1.0:
        break
assert abs(d_split) > 1.0 and E_split < 0.3 * E_plus

# ---------- worked numbers ----------
pre_a = K_edge * a_len**2 / (4 * pi) * EV
pre_c = C44 * c_len**2 / (4 * pi) * EV
R_out, r0 = 500.0, 0.5
b_len = np.hypot(a_len, c_len)
false_bind = pre_a * np.log(b_len / a_len) + pre_c * np.log(b_len / c_len)


def core_energy(prefactor, width, cut):
    return prefactor * (np.log(cut / (2 * width)) + 1)


print(f"a, c, |a+c| (nm): {a_len}, {c_len}, {b_len:.4f}")
print(f"a^2+c^2 and |a+c|^2 (nm^2): {a_len**2 + c_len**2:.4f}, "
      f"{np.sum((a_vec + c_vec)**2):.4f}")
print(f"C11, C12, C13, C33, C44 (GPa, rough): {C11}, {C12}, {C13}, {C33}, {C44}")
print(f"e15, e31, e33 (C/m^2, rough): {e15}, {e31}, {e33}; permittivity {eps_r}")
print(f"K_edge, K_screw (GPa): {K0[0, 0]:.2f}, {K0[2, 2]:.2f}")
print(f"largest a-c force at 1 nm, line along c (GPa nm): {largest_force:.1e}")
print(f"largest sigma_zz of the edge at 1 nm (GPa): {largest_zz:.2f}")
print(f"largest piezoelectric cross term in K: {np.max(np.abs(K4[:2, 2:])):.1e}")
print(f"log prefactors of a, c, a+c (eV/nm): {pre_a:.2f}, {pre_c:.2f}, "
      f"{pre_a + pre_c:.2f}")
print(f"cutoffs r0, R (nm): {r0}, {R_out}")
print(f"elastic energy of a+c, and of a plus c (eV/nm): "
      f"{(a_vec + c_vec) @ K0 @ (a_vec + c_vec) / (4 * pi) * EV * np.log(R_out / r0):.1f}, "
      f"{(pre_a + pre_c) * np.log(R_out / r0):.1f}")
print(f"false binding from r0=|b| for each line (eV/nm): {false_bind:.2f}")
print(f"gamma_a, gamma_c (J/m^2, model): {gam[0, 0]}, {gam[1, 0]}")
print(f"half widths zeta_a, zeta_c (nm): {za:.4f}, {zc:.4f}")
for cut in (0.5, 1.0):
    ea, ec = core_energy(pre_a, za, cut), core_energy(pre_c, zc, cut)
    print(f"r0={cut} nm: core energies a, c, a+c at g=-1, a+c at g=+1 (eV/nm): "
          f"{ea:.2f}, {ec:.2f}, {ea + ec + E_minus * EV:.2f}, "
          f"{ea + ec + E_plus * EV:.2f}")
print(f"neutrality error at g=0, d=1 nm (eV/nm): {neutral_error * EV:.4f}")
print(f"g=0.1 J/m^2: relaxed/first-order energy: {weak / overlap_energy(0.1, 0):.4f}")
for g, E in ((-1.0, E_minus), (1.0, E_plus)):
    print(f"g={g:+.0f} J/m^2: E(0) first order, relaxed (eV/nm): "
          f"{overlap_energy(g, 0) * EV:.3f}, {E * EV:.3f}")
    print(f"  splitting energy, relaxed: {-E * EV:.3f} eV/nm = "
          f"{-E * EV * c_len:.3f} eV per length c")
print(f"start offset 0.1 nm, g=-1: final separation (nm): {abs(d_bound):.4f}")
print(f"start offset 0.1 nm, g=+1: separation when stopped (nm): {abs(d_split):.2f}")
print(f"  energy then (eV/nm): {E_split * EV:.3f}")
for d in (1.0, 5.0):
    print(f"first-order core tail, |g|=1, d={d} nm (eV/nm): "
          f"{overlap_energy(1.0, d) * EV:.4f}")
print("Neglected effects, sized:")
for deg in (1, 5, -5):
    f = tilt_coefficient(deg)
    print(f"tilt {deg:+d} deg towards a: a.K.c/(2 pi) = {f:.3f} eV/nm; "
          f"energy change from 1 to 10 nm = {-f * np.log(10):.3f} eV/nm")
sig_up = stress_of(distortion(a_vec, 0.0, pi / 2, K0, S0))
pressure, area = abs(np.trace(sig_up)) / 3 / 2.0, 0.02
print(f"edge pressure 2 nm off the glide plane (GPa): {pressure:.2f}")
print(f"  times assumed core dilatation {area} nm^2 (eV/nm): {pressure * area * EV:.3f}")
fill, donors = 0.1, 1e17
line_charge = fill / c_len
read_radius = np.sqrt(line_charge / (pi * donors * 1e-21))
coulomb = const.e / (4 * pi * const.epsilon_0 * eps_r) * 1e9
print(f"assumed core charge {fill} e per c, donors {donors:.0e} cm^-3: "
      f"depletion radius {read_radius:.1f} nm")
for d in (1.0, 5.0):
    print(f"  Coulomb repulsion at {d} nm (eV/nm): "
          f"{2 * coulomb * line_charge**2 * np.log(read_radius / d):.4f}")
film = 2000.0
print(f"free surface, film {film:.0f} nm, d=1 nm, order of size (eV/nm): "
      f"{C44 * a_len * c_len / (2 * pi) / film * EV:.4f}")
print(f"outer boundary, d=1 nm, order of size (eV/nm): "
      f"{(pre_a + pre_c) / R_out**2:.1e}")
print(f"kT at 1300 K (eV): {const.k * 1300 / const.e:.3f}")
print("no test failed")
```

Running it gives:

```
a, c, |a+c| (nm): 0.319, 0.519, 0.6092
a^2+c^2 and |a+c|^2 (nm^2): 0.3711, 0.3711
C11, C12, C13, C33, C44 (GPa, rough): 390.0, 145.0, 105.0, 400.0, 105.0
e15, e31, e33 (C/m^2, rough): -0.3, -0.4, 0.7; permittivity 9.5
K_edge, K_screw (GPa): 168.04, 105.00
largest a-c force at 1 nm, line along c (GPa nm): 0.0e+00
largest sigma_zz of the edge at 1 nm (GPa): 3.34
largest piezoelectric cross term in K: 0.0e+00
log prefactors of a, c, a+c (eV/nm): 8.49, 14.05, 22.54
cutoffs r0, R (nm): 0.5, 500.0
elastic energy of a+c, and of a plus c (eV/nm): 155.7, 155.7
false binding from r0=|b| for each line (eV/nm): 7.75
gamma_a, gamma_c (J/m^2, model): 3.0, 4.0
half widths zeta_a, zeta_c (nm): 0.1444, 0.1791
r0=0.5 nm: core energies a, c, a+c at g=-1, a+c at g=+1 (eV/nm): 13.16, 18.73, 30.21, 33.36
r0=1.0 nm: core energies a, c, a+c at g=-1, a+c at g=+1 (eV/nm): 19.04, 28.47, 45.83, 48.99
neutrality error at g=0, d=1 nm (eV/nm): -0.0017
g=0.1 J/m^2: relaxed/first-order energy: 0.9934
g=-1 J/m^2: E(0) first order, relaxed (eV/nm): -1.568, -1.682
  splitting energy, relaxed: 1.682 eV/nm = 0.873 eV per length c
g=+1 J/m^2: E(0) first order, relaxed (eV/nm): 1.568, 1.472
  splitting energy, relaxed: -1.472 eV/nm = -0.764 eV per length c
start offset 0.1 nm, g=-1: final separation (nm): 0.0000
start offset 0.1 nm, g=+1: separation when stopped (nm): 1.19
  energy then (eV/nm): 0.100
first-order core tail, |g|=1, d=1.0 nm (eV/nm): 0.1485
first-order core tail, |g|=1, d=5.0 nm (eV/nm): 0.0065
Neglected effects, sized:
tilt +1 deg towards a: a.K.c/(2 pi) = -0.095 eV/nm; energy change from 1 to 10 nm = 0.218 eV/nm
tilt +5 deg towards a: a.K.c/(2 pi) = -0.469 eV/nm; energy change from 1 to 10 nm = 1.080 eV/nm
tilt -5 deg towards a: a.K.c/(2 pi) = 0.469 eV/nm; energy change from 1 to 10 nm = -1.080 eV/nm
edge pressure 2 nm off the glide plane (GPa): 3.40
  times assumed core dilatation 0.02 nm^2 (eV/nm): 0.425
assumed core charge 0.1 e per c, donors 1e+17 cm^-3: depletion radius 24.8 nm
  Coulomb repulsion at 1.0 nm (eV/nm): 0.0361
  Coulomb repulsion at 5.0 nm (eV/nm): 0.0180
free surface, film 2000 nm, d=1 nm, order of size (eV/nm): 0.0086
outer boundary, d=1 nm, order of size (eV/nm): 9.0e-05
kT at 1300 K (eV): 0.112
no test failed
```
